# The Zero-Frequency Casimir–Lifshitz Energy Between Identical Dielectric Half-Spaces

## Two coupled oscillators

Let two identical classical oscillators have displacements \(a\) and \(b\), stiffness \(\kappa_0\) and a weak coupling \(g\), with \(|g|<\kappa_0\):

\[
U=\tfrac12\kappa_0(a^2+b^2)+g\,ab .
\]

The momentum part of the partition function does not contain \(g\). The displacement part is a Gaussian integral,

\[
\int da\,db\,e^{-U/k_BT}=\frac{2\pi k_BT}{\sqrt{\kappa_0^2-g^2}} .
\]

Since \(F=-k_BT\ln Z\), the coupling changes the free energy by

\[
\Delta F=\frac{k_BT}{2}\ln\!\left(1-\frac{g^2}{\kappa_0^2}\right)<0 . \tag{1}
\]

The sign of \(g\) does not matter, and neither do the masses. If \(|g|\) grows as the oscillators approach, they attract. Two dielectric half-spaces repeat this situation once for each wavevector parallel to their surfaces, with \(g/\kappa_0\) replaced by \(r\,e^{-kD}\), where \(r\) is a static reflection coefficient and \(D\) the gap. The result to be derived is

\[
\mathcal F_0=-\frac{k_BT}{16\pi D^2}\,\mathrm{Li}_3(r^2),\qquad
r=\frac{\varepsilon-1}{\varepsilon+1},\qquad
\mathrm{Li}_3(x)=\sum_{m=1}^{\infty}\frac{x^m}{m^3}. \tag{2}
\]

Here \(\mathcal F_0\) is the zero-frequency part of the free energy per area, measured from infinite separation, and \(\varepsilon\) is the static relative permittivity. The half-spaces are flat, local, isotropic, linear and nonmagnetic. They have no free carriers, and vacuum lies between them.

## What the zero-frequency term is

A quantum oscillator of frequency \(\omega\) has free energy \(k_BT\ln[2\sinh(\hbar\omega/2k_BT)]\). The product formula for the hyperbolic sine,

\[
2\sinh\frac{x}{2}=x\prod_{n=1}^{\infty}\left[1+\frac{x^2}{(2\pi n)^2}\right],
\]

with \(x=\hbar\omega/k_BT\), gives for a set of normal modes \(\omega_j\)

\[
F=k_BT\sum_j\left[\ln\frac{\hbar\omega_j}{k_BT}
+\sum_{n=1}^{\infty}\ln\!\left(1+\frac{\omega_j^2}{\xi_n^2}\right)\right],
\qquad \xi_n=\frac{2\pi n k_BT}{\hbar}. \tag{3}
\]

The \(\xi_n\) are the Matsubara frequencies. Subtract the same expression for the bodies far apart, with frequencies \(\bar\omega_j\) and the same number of modes. The constants cancel, and

\[
\Delta F=k_BT\sum_{n=0}^{\infty}{}^{'}\;
\ln\prod_j\frac{\omega_j^2+\xi_n^2}{\bar\omega_j^2+\xi_n^2}. \tag{4}
\]

The prime gives the \(n=0\) term weight one half, because \(\ln\omega_j=\tfrac12\ln\omega_j^2\). By (3), this term comes from \(k_BT\ln(\hbar\omega_j/k_BT)\), which is the free energy of a classical oscillator. The zero-frequency term is therefore the classical free energy of the coupled system, whatever the temperature. It is the whole free energy only when the other terms are negligible.

## Why electrostatics suffices

Represent the linear medium by charges bound harmonically to their sites. In Coulomb gauge its Hamiltonian is

\[
H=\sum_a\frac{(\mathbf p_a-q_a\mathbf A_a)^2}{2m_a}
+U_{\rm bind}+U_{\rm Coul}+H_{\rm field}[\mathbf A,\boldsymbol\Pi], \tag{5}
\]

where \(\mathbf A_a\) is the transverse vector potential at site \(a\). In the classical partition function all momenta are integrated from \(-\infty\) to \(\infty\). The substitution \(\mathbf p_a\to\mathbf p_a+q_a\mathbf A_a\) removes \(\mathbf A\) from the matter terms without changing the integration measure. The transverse field then contributes a free-field factor independent of \(D\). What depends on \(D\) is the configurational integral with the Coulomb energy, so retardation is absent from \(\mathcal F_0\). Magnetic moments that couple directly to the magnetic field are not in (5), and the result does not cover them.

Damping can be represented by bath coordinates \(\mathbf q\), with energy \(\tfrac12\kappa_0x^2-x\,\mathbf c^T\mathbf q+\tfrac12\mathbf q^TB\mathbf q\) for a bound charge \(x\). Gaussian integration over \(\mathbf q\) leaves \(\tfrac12(\kappa_0-\mathbf c^TB^{-1}\mathbf c)x^2\) and a constant. The bracket is the stiffness against a static force with the bath relaxed. Within this model damping thus enters \(\mathcal F_0\) through the static susceptibility alone.

## Energy of one wavevector

Let the bodies fill \(z<0\) and \(z>D\). Expand the polarization in plane waves \(e^{i\mathbf k\cdot\mathbf x}\) along the surfaces, with \(k=|\mathbf k|\). A charge density \(\rho(z)\) at this wavevector produces a potential obeying \(\phi''-k^2\phi=-\rho/\epsilon_0\). The decaying solution for a unit sheet at \(z'\) is \(e^{-k|z-z'|}/(2\epsilon_0k)\), whose slope jumps by \(-1/\epsilon_0\) at the sheet, as required. The energy is

\[
U_{\mathbf k}=\frac12\int dz\,\frac{|\mathbf P|^2}{\epsilon_0\chi}
+\frac12\iint dz\,dz'\,\rho^*(z)\frac{e^{-k|z-z'|}}{2\epsilon_0k}\rho(z'),
\qquad \chi=\varepsilon-1 . \tag{6}
\]

The first term is the local stiffness. Minimizing (6) in the presence of an applied field gives \(\mathbf P=\epsilon_0\chi\mathbf E\), with \(\mathbf E\) the total field, which is the constitutive law.

The in-plane component of \(\mathbf P\) perpendicular to \(\mathbf k\) carries no charge and drops out. Write the component along \(\mathbf k\) as \(iQ\), and call \(R\) the normal component pointing towards the gap. With \(d\) the depth below the surface, \(\rho=-\nabla\cdot\mathbf P\) becomes in both bodies

\[
\rho=kQ+\partial_dR ,
\]

where the derivative includes the surface charge from the jump of \(R\). The two bodies are thus described by identical sets of variables, \(y_1\) and \(y_2\), with the same stiffness matrix \(K_1\). One may think of \(z\) as divided into thin cells, so that the matrices are finite.

For points in different bodies the distance is \(D+d+d'\), and the kernel factorizes:

\[
\frac{e^{-k|z-z'|}}{2\epsilon_0k}=\beta\,e^{-kd}e^{-kd'},\qquad
\beta=\frac{e^{-kD}}{2\epsilon_0k}. \tag{7}
\]

Define the vector \(u\) by \(u^Ty=\int\rho\,e^{-kd}\,dd\). The double integral in (6) counts each pair of bodies twice, which cancels its factor one half. For real \(y_1,y_2\),

\[
U=\tfrac12y_1^TK_1y_1+\tfrac12y_2^TK_1y_2+\beta\,(u^Ty_1)(u^Ty_2). \tag{8}
\]

Each body acts on the other through a single number, \(u^Ty\). This is the two-oscillator problem again. Eliminating \(y_1\) from the determinant of the full stiffness matrix \(K\) gives

\[
\det K=\det K_1\,\det\!\left(K_1-\beta^2s\,uu^T\right),\qquad s=u^TK_1^{-1}u .
\]

The identity \(\det(K_1-\gamma uu^T)=\det K_1\,(1-\gamma\,u^TK_1^{-1}u)\), with \(\gamma=\beta^2s\), then yields

\[
\frac{\det K}{(\det K_1)^2}=1-\beta^2s^2 . \tag{9}
\]

## The static reflection coefficient

The number \(s\) follows from the response of one body. Keep the body at \(z<0\) and let a distant sheet of charge above it produce the potential \(\alpha e^{kz}=\alpha e^{-kd}\). The energy is \(\tfrac12y^TK_1y+\alpha u^Ty\), with its minimum at \(y=-\alpha K_1^{-1}u\), so \(u^Ty=-\alpha s\). This induced charge produces the potential \(-\alpha s\,e^{-kz}/(2\epsilon_0k)\) in the vacuum. The total potential between surface and sheet is

\[
\phi=\alpha\left(e^{kz}-r\,e^{-kz}\right),\qquad r=\frac{s}{2\epsilon_0k}. \tag{10}
\]

Inside the uniform dielectric \(\phi''=k^2\phi\), so \(\phi=\alpha t\,e^{kz}\). Continuity of \(\phi\) and of \(\varepsilon\,\partial_z\phi\) at \(z=0\) requires

\[
1-r=t,\qquad 1+r=\varepsilon t
\quad\Rightarrow\quad 1+r=\varepsilon(1-r)
\quad\Rightarrow\quad r=\frac{\varepsilon-1}{\varepsilon+1}. \tag{11}
\]

From (7) and (10), \(\beta s=r\,e^{-kD}\), and (9) becomes

\[
\frac{\det K}{(\det K_1)^2}=1-r^2e^{-2kD}. \tag{12}
\]

The exponential describes a static round trip across the gap, with one reflection at each surface.

Equation (12) was tested by evaluating the determinants of (6) directly, for \(\varepsilon=4\) and slabs of thickness \(8/k\). At \(kD=1\) the logarithm of the ratio is \(-0.04961\) with 40 cells per slab and \(-0.04986\) with 80. Extrapolation with an error quadratic in cell size gives \(-0.04995\), in agreement with (12).

## Sum over wavevectors

Because the polarization is real, the amplitudes at \(\mathbf k\) and \(-\mathbf k\) are complex conjugates. Together they hold two real copies of the variables in (8), hence one copy per wavevector. Each copy contributes \(\tfrac12k_BT\) times the logarithm of (12), as in (1). The number of wavevectors per unit area is \(d^2k/(2\pi)^2=k\,dk/(2\pi)\) after the angular integration, so

\[
\mathcal F_0=\frac{k_BT}{2}\int_0^\infty\frac{k\,dk}{2\pi}\ln(1-r^2e^{-2kD})
=\frac{k_BT}{4\pi}\int_0^\infty k\,\ln(1-r^2e^{-2kD})\,dk . \tag{13}
\]

Expand \(\ln(1-x)=-\sum_{m\ge1}x^m/m\). All terms have the same sign, so sum and integral may be exchanged. With

\[
\int_0^\infty k\,e^{-2mkD}dk=\frac{1}{(2mD)^2}=\frac{1}{4m^2D^2},
\]

one finds

\[
\mathcal F_0=-\frac{k_BT}{4\pi}\sum_{m=1}^\infty\frac{r^{2m}}{m}\,\frac{1}{4m^2D^2}
=-\frac{k_BT}{16\pi D^2}\sum_{m=1}^\infty\frac{r^{2m}}{m^3}, \tag{14}
\]

which is (2). Integrating the slab determinants numerically over \(k\), without using (11), gives \(\mathrm{Li}_3(r^2)=0.37825\) for \(\varepsilon=4\), equal to the series value at this precision.

## The same factor from vibrating surfaces

A dielectric with one undamped resonance shows how (12) arises from frequencies. Let

\[
\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2},\qquad
r(\omega)=\frac{\omega_p^2/2}{\omega_s^2-\omega^2},\qquad
\omega_s^2=\omega_0^2+\frac{\omega_p^2}{2}.
\]

Without retardation, a gap mode exists when a potential reproduces itself after crossing the gap, up to the sign set by its symmetry: \(r(\omega)e^{-kD}=\pm1\). Solving for the frequencies,

\[
\omega_\pm^2=\omega_s^2\mp\frac{\omega_p^2}{2}e^{-kD}. \tag{15}
\]

Far apart, both equal \(\omega_s\). Therefore

\[
\frac{(\omega_+^2+\xi^2)(\omega_-^2+\xi^2)}{(\omega_s^2+\xi^2)^2}
=1-\left[\frac{\omega_p^2/2}{\omega_s^2+\xi^2}\right]^2e^{-2kD}
=1-r(i\xi)^2e^{-2kD}. \tag{16}
\]

At \(\xi=0\) this is (12), because \(\varepsilon(0)-1=\omega_p^2/\omega_0^2\) turns \(r(0)\) into (11).

## Agreement with the retarded formula

The Lifshitz formula, which includes retardation, is

\[
\mathcal F=k_BT\sum_{n=0}^{\infty}{}^{'}\int_0^\infty\frac{k\,dk}{2\pi}
\sum_{p={\rm TM,TE}}\ln\!\left(1-r_p^2e^{-2\kappa D}\right),\qquad
\kappa=\sqrt{k^2+\xi_n^2/c^2}. \tag{17}
\]

It is used here to size the terms that (2) omits; the derivation of (2) does not rest on it. With \(\kappa_1=\sqrt{k^2+\varepsilon\xi^2/c^2}\), the reflection coefficients are

\[
r_{\rm TM}=\frac{\varepsilon\kappa-\kappa_1}{\varepsilon\kappa+\kappa_1},\qquad
r_{\rm TE}=\frac{\kappa-\kappa_1}{\kappa+\kappa_1}
=-\frac{(\varepsilon-1)\,\xi^2/c^2}{(\kappa+\kappa_1)^2}. \tag{18}
\]

At fixed \(k>0\) and \(\xi\to0\), both \(\kappa\) and \(\kappa_1\) tend to \(k\). Then \(r_{\rm TM}\to r\), while \(r_{\rm TE}\) vanishes as \(\xi^2\). The \(n=0\) term of (17) is thus (13). The \(\xi^2\) law relies on finite \(\varepsilon\); for \(r_{\rm TE}\) to vanish at all it is enough that \(\varepsilon\xi^2\to0\). A conductor with \(\varepsilon\propto1/\xi\) has \(r_{\rm TM}\to1\) and \(r_{\rm TE}\) vanishing linearly in \(\xi\), whereas \(\varepsilon\propto1/\xi^2\) leaves \(r_{\rm TE}\) finite.

## Force, entropy and limits

The pressure is

\[
p_0=-\frac{\partial\mathcal F_0}{\partial D}
=-\frac{k_BT}{8\pi D^3}\mathrm{Li}_3(r^2)=\frac{2\mathcal F_0}{D}, \tag{19}
\]

negative for attraction. Comparison with the Hamaker form \(-A/(12\pi D^2)\) gives the static part \(A_0=\tfrac34k_BT\,\mathrm{Li}_3(r^2)\).

If \(\varepsilon\) does not depend on temperature, \(\mathcal F_0\) is proportional to \(T\). The corresponding internal energy \(\mathcal F_0-T\,\partial\mathcal F_0/\partial T\) is then zero, and this part of the attraction is entropic.

For a dilute medium, \(\chi\ll1\), one has \(r\approx\chi/2\) and \(\mathrm{Li}_3(r^2)\approx r^2\), so \(\mathcal F_0\approx-k_BT\chi^2/(64\pi D^2)\). The quadratic dependence on \(\chi\) is that of a sum over pairs of molecules. In the opposite limit \(\varepsilon\to\infty\), \(r\to1\) and \(\mathrm{Li}_3(1)=\zeta(3)\approx1.202\), which bounds the magnitude of (2) at given \(T\) and \(D\).

## Two silica wafers close to bonding

Take two thick fused-silica wafers at \(T=300\) K with \(D=10\) nm and \(\varepsilon=4\), a rough typical value. Then \(r=3/5\), \(r^2=0.36\), and

\[
\mathrm{Li}_3(0.36)=0.36+\frac{0.36^2}{8}+\frac{0.36^3}{27}+\dots=0.3783 .
\]

With \(k_BT=25.85\) meV,

\[
\mathcal F_0=-\frac{0.02585\ \text{eV}}{16\pi\,(10\ \text{nm})^2}\times0.3783
=-1.95\times10^{-6}\ \text{eV/nm}^2=-0.312\ \mu\text{J/m}^2 .
\]

Equation (19) gives \(p_0=-62\) Pa, and \(A_0=7.3\) meV.

The higher Matsubara terms require \(\varepsilon(i\xi)\). A rough model adds to 1 an ultraviolet term of strength 1.1 at 13 eV and an infrared term of strength 1.9 at 0.10 eV, each of the form \(C/[1+(\xi/\omega)^2]\). Equation (17) then gives, with temperature and material held fixed:

| \(D\) (nm) | \(\mathcal F_0\) (μJ/m²) | Total (μJ/m²) | Static share |
|---:|---:|---:|---:|
| 10 | −0.312 | −10.8 | 2.9 % |
| 100 | −0.00312 | −0.0227 | 14 % |
| 1000 | −3.12 × 10⁻⁵ | −4.60 × 10⁻⁵ | 68 % |
| 10000 | −3.12 × 10⁻⁷ | −3.12 × 10⁻⁷ | 100 % |

At 10 nm, (2) gives a small part of the attraction. The two parts are equal near 590 nm in this model; moving the infrared energy from 0.06 to 0.14 eV moves this gap from about 520 to 660 nm. The trend follows from (17). There \(k\,dk=\kappa\,d\kappa\) and \(\kappa\ge\xi_n/c\), and with \(y_n=2\xi_nD/c\)

\[
\int_{\xi_n/c}^\infty\kappa\,e^{-2\kappa D}\,d\kappa=\frac{(1+y_n)\,e^{-y_n}}{4D^2}.
\]

Apart from the reflection coefficients, a term with \(n\ge1\) is therefore suppressed by \((1+y_n)e^{-y_n}\) once \(y_n\) is large. The thermal length \(\hbar c/k_BT\) is 7.63 μm, so at 10 μm the exponent for \(n=1\) is \(y_1=4\pi\times10/7.63\approx16.5\). The static term has no such factor.

Other changes concern \(\mathcal F_0\) itself, at 10 nm:

- **Mobile ions.** If ions can move and reach equilibrium, the potential in the glass obeys \(\phi''=(k^2+\lambda^{-2})\phi\), with \(\lambda\) the Debye length. Matching as in (11) gives \(r(k)=(\varepsilon q-k)/(\varepsilon q+k)\), with \(q=\sqrt{k^2+\lambda^{-2}}\). This is the linear Debye–Hückel approximation, which assumes many ions within a distance \(\lambda\) of each other. For an assumed \(10^{16}\) cm⁻³ of singly charged mobile ions of one sign in a fixed neutralizing background, \(\lambda=24\) nm and \(|\mathcal F_0|\) rises by 32 %. A sphere of radius \(\lambda\) then holds only about 0.6 ion, so this figure is a rough indication. It also presumes that equilibrium is reached, which takes a time of order \(\varepsilon\epsilon_0\) times the resistivity: about an hour for an assumed \(10^{14}\) Ω m and several days for \(10^{16}\) Ω m. Complete screening would multiply it by 3.2.
- **Adsorbed water.** A film of thickness \(t\) and permittivity \(\varepsilon_f\) changes the matching condition to \((1+r)/(1-r)=\varepsilon_f(1+\eta)/(1-\eta)\), where \(\eta=e^{-2kt}(\varepsilon-\varepsilon_f)/(\varepsilon+\varepsilon_f)\) describes reflection at the buried interface. For 0.3 nm on each wafer, \(\varepsilon_f=80\), and the distance between the solids held at 10 nm, \(|\mathcal F_0|\) rises by 66 %. The bulk permittivity is a rough assumption for so thin a film, and the figure depends on it: the rise is 37 % for \(\varepsilon_f=30\) and 21 % for \(\varepsilon_f=10\).
- **Roughness.** Independent rms heights of 0.5 nm on each surface give a gap variance \(\sigma^2=0.5\) nm². Averaging \(D^{-2}\) over gentle lateral variations raises the magnitude by about \(3\sigma^2/D^2=1.5\) %.
- **Permittivity.** Raising \(\varepsilon\) by 5 % raises the magnitude by 5.5 %.

Real wafers bonded at room temperature with hydrophilic oxide surfaces have adhesion energies very roughly of order 0.1 J/m², far above even the total of 10.8 μJ/m² found here. The comparison is between different states: bonded surfaces touch at many places, whereas the model keeps them 10 nm apart. At contact, hydrogen bonds, chemical bonds and atomic structure lie outside a continuum theory, and (2) should not be extrapolated there. Before contact, hydrophilic wafers in humid air carry adsorbed water, which (2) leaves out; the film estimate above, with its assumed bulk permittivity, moves the static term from 0.31 to 0.52 μJ/m². The numerical output below gives the values in more detail.

## Calculated quantities

```
INPUTS (rough typical values)
temperature = 300 K; gap = 10.0 nm
static permittivity = 4.00
ultraviolet oscillator: strength 1.10, energy 13.0 eV
infrared oscillator: strength 1.90, energy 0.10 eV
ZERO-FREQUENCY TERM
kT = 25.852 meV
static reflection coefficient r = 0.6000
r squared = 0.3600
Li3(r squared) = 0.378252
Li3 from slab determinants = 0.378247
kT/(16 pi D^2) = 0.8240 uJ/m2
free energy F0 = -0.3117 uJ/m2
free energy F0 = -1.9454e-06 eV/nm2
pressure = -62.34 Pa
Hamaker part A0 = 7.334 meV
DETERMINANT CHECK, log of ratio at kD = 0.2 and 1
40 cells: -0.274066, -0.049609
80 cells: -0.275640, -0.049862
extrapolated: -0.276164, -0.049947
formula: -0.276169, -0.049948
HIGHER MATSUBARA TERMS
first Matsubara energy = 0.1624 eV
thermal length hbar c/kT = 7633 nm
gap 10 nm: F0 -3.117e-01, total -1.079e+01 uJ/m2, share 2.89 %
gap 100 nm: F0 -3.117e-03, total -2.274e-02 uJ/m2, share 13.71 %
gap 1000 nm: F0 -3.117e-05, total -4.596e-05 uJ/m2, share 67.81 %
gap 10000 nm: F0 -3.117e-07, total -3.117e-07 uJ/m2, share 100.00 %
gap where F0 is half the total = 590 nm
OTHER NEGLECTED EFFECTS ON F0 AT THE EXAMPLE GAP
mobile ion density = 1.0e+16 cm^-3
Debye length = 23.91 nm
F0 with mobile ions = -0.4114 uJ/m2, ratio 1.320
F0 in conductor limit = -0.9905 uJ/m2, ratio 3.178
water film: thickness 0.30 nm each, permittivity 80
F0 with water films = -0.5171 uJ/m2, ratio 1.659
rms roughness of each surface = 0.50 nm
change from roughness = 1.54 %
change for permittivity up 5 % = 5.50 %
```
